Ground doublet and g factor of octahedral high-spin d⁷

**Q.** You want to treat seven d electrons in an octahedron as if they had one unit of orbital angular momentum. Seven electrons are a many-body problem. What entitles you to start so simply?

**A.** The high-spin condition does. With S = 3/2 and M_S = 3/2 there are five spin-up electrons, one in each d orbital, and two spin-down electrons. The spin-up shell is spherically symmetric: it has no orbital angular momentum, and its cubic-field energy is 3(−4Dq) + 2(6Dq) = 0. The orbital state is therefore that of two spin-down electrons.

I write D(m,m′) = −D(m′,m) for their normalized determinant. The ten determinants form an F term (L = 3) and a P term (L = 1), with P higher by 15B, where B is the Racah parameter. I assume for now that

ζ ≪ 10Dq ≪ 15B,

where ζ is the one-electron spin-orbit energy and Dq > 0. Then the field acts within ⁴F first, and spin-orbit coupling acts within the lowest level that the field leaves. The octahedron is undistorted and the orbitals are pure d orbitals.

**Q.** Which level of ⁴F is lowest? I don't want it read off a diagram.

**A.** We need the F states. Start from |F,3⟩ = D(2,1) and apply L₋, which gives 2ħ, √6ħ, √6ħ, 2ħ on the d orbitals m = 2, 1, 0, −1. Determinants with two equal entries vanish. After normalization,

|F,2⟩ = D(2,0)
|F,1⟩ = [2D(1,0) + √6 D(2,−1)]/√10
|F,0⟩ = [D(2,−2) + 2D(1,−1)]/√5.

Continuing down gives |F,−2⟩ = D(0,−2) and |F,−3⟩ = D(−1,−2).

The field puts m = 0 and (|2⟩+|−2⟩)/√2 at 6Dq, and m = ±1 and (|2⟩−|−2⟩)/√2 at −4Dq. In the m basis its diagonal elements are therefore Dq for m = ±2, −4Dq for m = ±1 and 6Dq for m = 0, and it connects m = 2 with m = −2 by 5Dq.

For M = 0, D(2,−2) has energy 2Dq and D(1,−1) has −8Dq. Changing 2 into −2 in D(2,−2) gives a vanishing determinant, so there is no other contribution:

⟨F,0|V|F,0⟩ = (1/5)(2Dq) + (4/5)(−8Dq) = −6Dq.

For M = ±2 the diagonal element is Dq + 6Dq = 7Dq and the coupling has magnitude 5Dq, so the energies are 2Dq and 12Dq.

The field also connects M = 1 with M = −3. The diagonal elements are

⟨F,1|V|F,1⟩ = (4/10)(2Dq) + (6/10)(−3Dq) = −Dq
⟨F,−3|V|F,−3⟩ = −4Dq + Dq = −3Dq.

For the coupling, V turns D(−1,−2) into 5Dq D(−1,2) = −5Dq D(2,−1), plus terms outside |F,1⟩, so

⟨F,1|V|F,−3⟩ = −5Dq √6/√10 = −√15 Dq.

The eigenvalues E = xDq obey (x+1)(x+3) = 15, so x = −6 or 2. The pair M = −1, 3 gives the same matrix. The levels are thus −6Dq (three states), 2Dq (three) and 12Dq (one).

**Q.** The lowest level is threefold. Why T₁ and not T₂?

**A.** Take a quarter turn about z. It multiplies |F,M⟩ by exp(−iπM/2). The three lowest states come from M = 0, from M = 1 and −3, and from M = −1 and 3. Their factors are 1, −i and i, with sum 1. That is the character of T₁; T₂ would have −1. The ground term is ⁴T₁.

**Q.** So you have three orbital states. A p shell also has three. That is counting, not an isomorphism.

**A.** Agreed. The claim concerns matrix elements, so we need the functions. At x = −6 the first row of the matrix, with coefficients a for M = 1 and b for M = −3, reads

5a − √15 b = 0, so b/a = √(5/3).

Normalization gives a² = 3/8 and b² = 5/8. I choose the overall signs so that

|τ₊⟩ = −[√(3/8)|F,1⟩ + √(5/8)|F,−3⟩]
|τ₀⟩ = |F,0⟩
|τ₋⟩ = −[√(3/8)|F,−1⟩ + √(5/8)|F,3⟩].

No value of M is shared, so L_z is diagonal:

⟨τ₊|L_z|τ₊⟩ = ħ[3/8 − 3(5/8)] = −(3/2)ħ,

and likewise 0 for τ₀ and +(3/2)ħ for τ₋. The operator L₊ raises M by one and L₊|F,0⟩ = √12 ħ|F,1⟩. Hence

⟨τ₊|L₊|τ₀⟩ = −√(3/8) √12 ħ = −(3/2)√2 ħ.

Since L₊|F,−1⟩ = √12 ħ|F,0⟩ and L₊|F,3⟩ = 0, ⟨τ₀|L₊|τ₋⟩ has the same value. The other elements of L₊ vanish, because no other pair of functions contains values of M that differ by the required +1.

For a real l = 1, l_z has the values ħ, 0, −ħ, and the two elements of l₊ are √2 ħ. Every element of L is therefore −3/2 times that of l. With P the projector on T₁,

P L P = −(3/2) l.

This is the T-P isomorphism. The vector l is fictitious: it has the algebra of an angular momentum, but the physical orbital angular momentum is −(3/2)l.

**Q.** The minus sign looks like labelling. Exchange τ₊ and τ₋ and L_z becomes +(3/2)l_z.

**A.** Then the x and y components cannot both fit. The exchange turns l₊ into l₋, so L_y becomes +(3/2)l_y while L_x stays −(3/2)l_x; reversing the signs of both outer functions only moves the misfit from x to y. A test that does not depend on labels is the commutator of the projected components K = PLP:

[K_x, K_y] = (9/4)[l_x, l_y] = (9/4)iħ l_z = −(3/2)iħ K_z.

A factor +3/2 would have given +(3/2)iħK_z. No relabelling changes this relation. Diagonalization of the full d⁷ shell, with all 120 determinants, gives the signed factor −1.500000 at Dq/B = 0.001.

K does not obey the usual commutation rule because L also leads out of T₁ into T₂, and the projection removes that part.

**Q.** Now spin-orbit coupling. For a more than half-filled shell I expect an inverted order, with the largest J lowest.

**A.** That holds for the free ion, with J = L + S. Here we must trace two signs. The one-electron form is (ζ/ħ²)Σ l_i·s_i. Within one LS term it is a scalar built from one orbital and one spin vector, so it acts as (λ/ħ²)L·S. To find λ, take M_L = 3, M_S = 3/2. The spin-up shell contributes nothing, since its m values sum to zero. The spin-down electrons have m = 2 and 1, so

ζ(−1/2)(2 + 1) = λ(3)(3/2), and λ = −ζ/3.

In ⁴T₁ we replace L by −(3/2)l:

H_SO = (A/ħ²) l·S, A = −(3/2)λ = ζ/2 > 0.

The two minus signs cancel. With J = l + S,

l·S = (J² − l² − S²)/2,

and the energies are

E_J = (A/2)[J(J+1) − 2 − 15/4] = (A/2)[J(J+1) − 23/4].

This gives −5A/2 for J = 1/2, −A for J = 3/2 and 3A/2 for J = 5/2. The smallest J is lowest. The weighted sum 2(−5/2) + 4(−1) + 6(3/2) is zero, as it must be for a traceless coupling.

**Q.** A doublet with J = 1/2 suggests g = 2 to me.

**A.** A doublet has two states, but its moment depends on what they are made of. Write the upper state as

|+⟩ = a|τ₋,3/2⟩ + b|τ₀,1/2⟩ + c|τ₊,−1/2⟩,

where the second label is M_S. It must satisfy J₊|+⟩ = 0. With l₊ giving √2ħ, and S₊ giving √3ħ on M_S = 1/2 and 2ħ on M_S = −1/2, the coefficients of |τ₀,3/2⟩ and |τ₊,1/2⟩ require

√2 a + √3 b = 0
√2 b + 2c = 0.

So b = −√(2/3) a and c = a/√3. The norm is a²(1 + 2/3 + 1/3) = 2a², hence

a = 1/√2, b = −1/√3, c = 1/√6.

The expectation values are

⟨l_z⟩ = ħ(−1/2 + 1/6) = −ħ/3
⟨S_z⟩ = ħ[(1/2)(3/2) + (1/3)(1/2) − (1/6)(1/2)] = 5ħ/6.

They add to ħ/2, as J_z requires. The physical orbital part is ⟨L_z⟩ = −(3/2)(−ħ/3) = +ħ/2. It points along the spin, as expected from λ < 0.

**Q.** Then give me the g factor, with its convention.

**A.** In Gaussian units with e > 0, the moment is μ = −(e/2mc)(L + 2S), where the spin factor is taken as 2. With μ_B = eħ/(2mc), the energy −μ·B is

H_Z = (μ_B/ħ)(L + 2S)·B.

In the doublet we define g by H_Z = (gμ_B/ħ)J·B. For B along z, the state |+⟩ gives

g/2 = 1/2 + 2(5/6) = 13/6, so g = 13/3.

The free-electron spin factor in place of 2 would raise this to 4.337.

**Q.** You computed one direction. What makes it isotropic?

**A.** In the twelve-state space H_SO commutes with J, and both l and S are vectors with respect to J. Within one J level each is proportional to J, with the factor ⟨V·J⟩/⟨J²⟩. For J = 1/2,

l·J = (J² + l² − S²)/2 = (ħ²/2)(3/4 + 2 − 15/4) = −ħ²/2
S·J = (J² + S² − l²)/2 = (ħ²/2)(3/4 + 15/4 − 2) = 5ħ²/4.

Dividing by 3ħ²/4, we find l → −(2/3)J and S → (5/3)J, for all components. Therefore

L + 2S → [−(3/2)(−2/3) + 2(5/3)]J = (1 + 10/3)J = (13/3)J.

The spin supplies 10/3 and the orbit supplies 1. If the projected orbital factor is −α instead of −3/2, the same line gives

g = (10 + 2α)/3.

**Q.** When would α differ from 3/2? You derived it for T₁, and symmetry does not change with the field strength.

**A.** Symmetry fixes the form −αl, not the number. The P term also gives a T₁ level, and the field mixes the two. The M = 0 state orthogonal to |F,0⟩ is

|P,0⟩ = [2D(2,−2) − D(1,−1)]/√5.

Its field energy is (4/5)(2Dq) + (1/5)(−8Dq) = 0, and the coupling is

⟨F,0|V|P,0⟩ = (1/5)[2(2Dq) − 2(−8Dq)] = 4Dq.

So the matrix for T₁ has diagonal elements −6Dq and 15B and off-diagonal element 4Dq. In the P term L is a true l = 1, with factor +1, and L has no elements between F and P because it conserves L². If the ground state has P weight w,

−α = −(3/2)(1 − w) + w, so α = 3/2 − (5/2)w.

For B → 0 at fixed Dq, the energies obey x(x+6) = 16, with lower root x = −8. The first row gives 2a_F + 4a_P = 0, thus w = 1/5, α = 1 and g = 4. This is a formal limit of the quartet. The low-spin configuration t₂g⁶e_g¹ has field energy −18Dq against −8Dq for t₂g⁵e_g², so a sufficiently strong field makes the ground state low-spin and the whole treatment fails.

**Q.** You also dropped spin-orbit coupling to ⁴T₂, only 8Dq above. Is that harmless?

**A.** It changes g in first order of ζ/(8Dq), and the coefficient can be found. The T₂ functions are orthogonal to τ± in the same pairs of M:

|u₊⟩ = √(5/8)|F,1⟩ − √(3/8)|F,−3⟩
|u₋⟩ = √(5/8)|F,−1⟩ − √(3/8)|F,3⟩.

The needed elements are

⟨u₊|L_z|τ₊⟩ = −ħ(√15/8 + 3√15/8) = −(√15/2)ħ
⟨u₋|L_z|τ₋⟩ = +(√15/2)ħ
⟨u₊|L₊|τ₀⟩ = ⟨u₋|L₋|τ₀⟩ = √(5/8)√12 ħ = √(15/2) ħ.

L_z takes |+⟩ into the T₂ states |u₋,3/2⟩ and |u₊,−1/2⟩, with amplitudes (√15/2)ħa and −(√15/2)ħc. The third T₂ function comes from M = ±2 and is not reached by L_z. Now use L·S = L_zS_z + (L₊S₋ + L₋S₊)/2:

⟨u₋,3/2|H_SO|+⟩ = λ[(3/2)(√15/2)a + (1/2)√(15/2)√3 b]
= λ√(15/2)(3/4 − 1/2) = (λ/4)√(15/2)

⟨u₊,−1/2|H_SO|+⟩ = λ[(−1/2)(−√15/2)c + (1/2)√(15/2)(2)b]
= λ√(5/2)(1/4 − 1) = −(3λ/4)√(5/2).

Multiply each by its L_z amplitude and add:

(√15/2)(1/√2)(λ/4)√(15/2) + (√15/2)(1/√6)(3λ/4)√(5/2)
= 15λ/16 + 15λ/16 = 15λ/8, times ħ.

The T₂ admixtures carry a factor −1/(8Dq), and the expectation value contains each cross term twice. Spin does not connect T₁ with T₂. The coupling to T₂ also produces a term of order λ²/(8Dq) inside the twelve T₁ states, which, divided by the gap 3A/2, could change |+⟩ in the same order. It does not: this term has cubic symmetry, cubic invariants have tensor rank 0 or at least 4 with respect to J, rank 0 is diagonal in J, and connecting J = 1/2 with J ≤ 5/2 allows rank 3 at most. So δ⟨L_z⟩ = −2(15λ/8)ħ/(8Dq), and since g is twice the moment of |+⟩ in units of ħ,

δg = −(15/2)λ/(8Dq) = (5/2) ζ/(8Dq).

The full-shell diagonalization gives a slope of g against ζ/(8Dq) of 2.491, compared with 5/2, between ζ/Dq = 0.005 and 0.01. Extrapolated linearly to ζ = 0, its g is 4.333337, against 13/3 = 4.333333. That calculation uses neither l nor the T-P isomorphism. Both small differences come from the next order. With x = ζ/(8Dq), g contains a term of about −4.6x². Between x₁ = 0.000625 and x₂ = 0.00125 this term lowers the slope by 4.6(x₁ + x₂) ≈ 0.009 and raises the extrapolated value by 4.6x₁x₂ ≈ 4 × 10⁻⁶.

**Q.** Show me some numbers, and say what they stand for.

**A.** I take round model parameters for an isolated d shell, not a named material. Let ζ = 480 cm⁻¹. Then

λ = −480/3 = −160 cm⁻¹
A = 480/2 = 240 cm⁻¹.

The levels J = 1/2, 3/2, 5/2 lie at −600, −240 and 360 cm⁻¹. The first gap is 3A/2 = 360 cm⁻¹, or 44.6 meV, and the J = 5/2 level lies 4A = 960 cm⁻¹ above the doublet.

In a field of 3000 gauss the doublet splits by

gμ_B B = (13/3)(9.27401 × 10⁻²¹)(3000) = 1.2056 × 10⁻¹⁶ erg.

Division by Planck's constant gives a resonance at 18.195 GHz. Diagonalizing the twelve-state Hamiltonian with the field along [123] gives the same frequency to the digits quoted. The Zeeman energy is far too small here to mix in J = 3/2 noticeably.

**Q.** Those numbers assume your chain of strong inequalities. What if they hold only roughly?

**A.** Take B = 1000, C = 4500 and Dq = 900 cm⁻¹ with the same ζ, where C is the second Racah parameter. The P weight is w = 0.0285, so

α = 1.5 − 2.5(0.0285) = 1.429
g = (10 + 2 × 1.429)/3 = 4.286.

Field mixing alone lowers g by 0.048 from 13/3. The full shell with spin-orbit coupling gives g = 4.427, still isotropic. Spin-orbit mixing has thus raised g by 0.141. The weak-field estimate is

(5/2)(480/7200) = 0.167,

which has the right sign and size. It neglects the P admixture and higher orders in ζ; I have not separated their shares in the difference.

The net result lies about 2% above 13/3. Two opposite corrections partly cancel, so a g value near 13/3 does not by itself show that both are small.

**Q.** And the excited levels? Does J still label them?

**A.** Only approximately. The full shell has a fourfold level at 323.5 cm⁻¹, where the ideal model has J = 3/2 at 360 cm⁻¹. The sixfold J = 5/2 level splits into a fourfold level at 852.4 cm⁻¹ and a doublet at 925.5 cm⁻¹. Full rotational symmetry in J belonged to the first-order Hamiltonian A l·S/ħ². The actual symmetry is cubic, and a cubic field does not protect a sixfold level.

**Q.** Then what protects the isotropy of the ground doublet?

**A.** Cubic symmetry is enough for that. The g² tensor of an isolated doublet is a symmetric second-rank tensor, and one that is unchanged by the quarter turns about x, y and z is a multiple of the unit tensor. The value of g may shift while its isotropy stays.

A distortion removes this protection. A tetragonal one adds a term proportional to l_z² in T₁, which mixes the J = 1/2 doublet with J = 3/2 and J = 5/2. The J = 3/2 part changes the moment in first order, because a vector operator connects J = 1/2 with J = 3/2 but not with J = 5/2, and it generally makes g along the axis differ from g across it. The isotropic result therefore needs a distortion energy small compared with the gap 3A/2.

**Q.** And if the orbitals spread onto the ligands?

**A.** The simplest description multiplies the orbital moment by a factor k < 1. The orbital contribution to g becomes 2kα/3, so in this description g = (10 + 2kα)/3, as long as J = 1/2 remains the ground level and mixing with higher terms is neglected. The numerical model above has k = 1. It also leaves out coupling to vibrations and configurations outside the d shell, so its 4.427 is a property of the model, not a prediction for a particular crystal. The complete set of computed values is in the numerical output.

Computed values

```
determinants in the d^7 shell: 120
lambda/zeta from the 4F term: -0.333333
weak-field T1, T2, A2 energies (units of Dq), Dq/B = 0.001: -6.0011 2.0000 12.0000
signed orbital factor, full shell, Dq/B = 0.001: -1.500000
zeta: 480.0 cm^-1
lambda: -160.0 cm^-1
A: 240.0 cm^-1
ideal model energy, J = 1/2: -600.0 cm^-1
ideal model energy, J = 3/2: -240.0 cm^-1
ideal model energy, J = 5/2: 360.0 cm^-1
ideal gap J = 1/2 to 3/2: 360.0 cm^-1
same gap converted: 44.63 meV
ideal gap J = 1/2 to 5/2: 960.0 cm^-1
doublet weights (m_l,m_S) = (-1,3/2), (0,1/2), (1,-1/2): 0.500000 0.333333 0.166667
<l_z> in upper doublet state: -0.333333 hbar
<S_z> in upper doublet state: 0.833333 hbar
ideal model principal g values: 4.333333 4.333333 4.333333
ideal g with free-electron spin factor: 4.33720
full-shell g at zeta/Dq = 0.01: 4.336451
full-shell g at zeta/Dq = 0.005: 4.334894
full-shell g extrapolated to zeta = 0: 4.333337
slope of g against zeta/(8Dq), weak field: 2.491
Bohr magneton: 9.27401e-21 erg/gauss
magnetic field: 3000 gauss
resonance frequency from g = 13/3: 18.1951 GHz
resonance frequency, 12 states, field along [123]: 18.1951 GHz
finite model B, C, Dq: 1000, 4500, 900 cm^-1
finite model weight of 4P in ground 4T1: 0.02850
finite model alpha: 1.42874
finite model g from alpha alone: 4.2858
finite model full-shell principal g values: 4.4266 4.4266 4.4266
finite model full-shell levels above ground (cm^-1): 0.0 323.5 323.5 852.4 852.4 925.5
strong-field quartet alpha: 1.0000
strong-field quartet g: 4.0000
```
